Wigner's threshold laws for short-range and Coulomb fields

**Q.** A photon lifts an electron out of a bound orbital with almost no energy to spare. Why should the cross section near threshold follow any general law, when every atom has its own core?

**A.** We must separate what depends on the core from what depends on the energy. I use atomic units and take one electron in a central potential V(r), a fixed residual core, and one open channel at a time. The orbital has radial function P_i(r), angular momentum l_i and binding energy B. The electron leaves in partial wave l with E = k²/2, so the photon energy is ω = B + E.

For a field F cos ωt along z, the golden rule gives the rate 2π(F/2)²|⟨E|z|i⟩|², if the final state is normalized per unit energy. The photon flux is cF²/(8πω). Dividing, with α = 1/c,

σ = 4π²αω |⟨E|z|i⟩|².

The angular factor of z = r cos θ for l → l+1 is

|⟨l+1,m|cos θ|l,m⟩|² = [(l+1)² − m²]/[(2l+1)(2l+3)].

Since Σm² = l(l+1)(2l+1)/3, its sum over m is (l+1)[(l+1) − l/3]/(2l+3) = (l+1)/3. The reverse transition has the same sum. Averaging over the 2l_i+1 initial values of m, with l_> the larger of l and l_i = l ± 1,

σ = (4π²α/3) ω [l_>/(2l_i+1)] |∫P_i r u_E dr|²,

in units of a0².

**Q.** What does normalization per unit energy do to u_E?

**A.** It fixes the amplitude at infinity. If u_E → C sin(kr + δ), the singular part of the overlap of two such waves is C²(π/2)δ(k−k'). Because dE = k dk, δ(k−k') = k δ(E−E'). The overlap must be δ(E−E'), so

C² = 2/(πk).

Near the nucleus another normalization is natural: let f solve the same radial equation,

f'' + [k² − 2V − l(l+1)/r²] f = 0, f → r^(l+1) at the origin.

Then u_E = N(k) f. The starting condition contains no k and the equation contains only k². Integrating outward by successive approximations gives a series in k² that converges at each fixed r, so f there has a smooth limit as k → 0.

**Q.** The integral runs to infinity, not to a fixed r.

**A.** P_i cuts it off exponentially, and f stays below a k-independent power of r; I shall justify that for a core of finite range and for a Coulomb tail. Hence M(k) = ∫P_i r f dr tends to M(0). I assume M(0) ≠ 0, since an accidental cancellation would remove the leading term. As ω → B, the energy dependence at threshold is that of N²(k).

**Q.** Then find N² for a neutral core.

**A.** Let V = 0 beyond r0. The free solutions there are kr j_l(kr) and −kr y_l(kr), which tend to sin(kr−lπ/2) and cos(kr−lπ/2). Near zero, x j_l(x) is x^(l+1) times a series in x², and x y_l(x) is x^(−l) times such a series. I remove the odd powers of k:

F0 = k^(−l−1) kr j_l(kr) → r^(l+1)/(2l+1)!!

G0 = −k^l kr y_l(kr) → (2l−1)!! r^(−l)

The arrows are the limits k → 0 at fixed r, with (−1)!! = 1. Both functions are smooth in k². Evaluated at infinity, their Wronskian is

F0'G0 − F0G0' = k^(−l−1) k^l k (cos² + sin²) = 1.

Outside the core f = aF0 + bG0. Taking Wronskians at r0 gives

a = f'G0 − fG0', b = F0'f − F0f'.

All ingredients are smooth in k², so a and b are too. The promised bound on f also follows: |F0| ≤ r^(l+1)/(2l+1)!!, and |G0| is at most a constant times k^l + r^(−l).

At infinity f is a sine of amplitude a k^(−l−1) plus a cosine of amplitude b k^l. The squares add, and normalization requires

N² [a²k^(−2l−2) + b²k^(2l)] = 2/(πk).

Multiplying numerator and denominator by k^(2l+2),

N² = (2/π) k^(2l+1)/(a² + b²k^(4l+2)).

If a(0) ≠ 0, the denominator tends to a constant and

σ ∝ k^(2l+1), or equivalently σ ∝ E^(l+1/2).

For l ≥ 1 the slow electron must cross the centrifugal barrier between the core and a distance of order 1/k. For l = 0 there is no barrier, and the remaining factor k comes from the small wave number outside. The core enters only the coefficient, through a(0), M(0) and the binding energy B.

**Q.** You have slipped in a(0) ≠ 0. What if it vanishes?

**A.** Then f at zero energy has no growing part outside. It is a bound state at threshold for l ≥ 1, and for l = 0 a solution that becomes constant. Now a = a1k² + …, and the law changes.

For l = 0, a² is of order k⁴ while b²k² is larger, so N² → 2/(πb²k). For l ≥ 1 we need to know that a1 is not zero. Let g be the derivative of f with respect to k² at k = 0. Differentiating the radial equation and combining it with that for f gives

(f g' − g f')' = −f².

Integrate from 0 to a large R. Outside, f = bG0 and g = a1F0 + b1G0 + b ∂G0/∂k², where b1 is the k² coefficient of b. The F0 part contributes a1b, the G0 part nothing, and the last part falls as R^(1−2l). Thus

a1 b = −∫f² dr, integrated from 0 to ∞.

The integral is finite and positive for l ≥ 1, so a1 ≠ 0. The denominator starts with a1²k⁴, and N² ∝ k^(2l−3).

**Q.** Can I see this in a definite core?

**A.** Take a square well of depth V0 and radius r0, with β = r0√(2V0). At k = 0, with q = √(2V0), the inner solution is f = (2l+1)!! q^(−l) r j_l(qr). For l = 0 this is sin(qr)/q, and a(0) = f'(r0) = cos β. For l ≥ 1, inserting G0 = (2l−1)!! r^(−l) into a gives

a(0) = (2l−1)!! r0^(−2l) (r^l f)' at r0.

The Bessel identity [r^(l+1)j_l(qr)]' = q r^(l+1)j_(l−1)(qr) then yields

a(0) = (2l+1)!!(2l−1)!! β^(1−l) j_(l−1)(β).

I choose a model well 12 eV deep with radius 2 Å, so β = 3.549. It has an s level bound by 6.517 eV and a p level bound by 1.434 eV. For l = 0, 1, 2 the formulas give a(0) = −0.918, −0.335 and 2.880. Direct integration of the radial equation gives N² exponents 1.000, 2.996 and 5.001 between k = 0.005 and 0.01.

If the well is instead tuned to a zero-energy state, at β = 1.571, 3.142 and 4.493 for l = 0, 1, 2, the exponents become −1.000, −1.000 and 0.999. The expected values are −1, −1 and 1.

**Q.** And the cross sections? A law valid at k → 0 might be useless at any energy one could measure.

**A.** Its range depends on the channel. Here are the computed values, in Å²:

p→s: 3.88×10⁻³ at 0.001 eV, 1.21×10⁻² at 0.01 eV
s→p: 1.78×10⁻⁶ at 0.001 eV, 5.45×10⁻⁵ at 0.01 eV
p→d: 9.09×10⁻⁹ at 0.001 eV, 2.83×10⁻⁶ at 0.01 eV

Ten times the energy means √10 times the k. The laws predict factors 10^0.5 = 3.16, 10^1.5 = 31.6 and 10^2.5 = 316. The computed factors are 3.12, 30.6 and 311.

At 0.1 eV the cross sections are 0.88, 0.71 and 0.83 of the leading law, in the same order. At 1 eV they are 0.37, 0.09 and 0.25 of it. The photon-energy factor is not to blame. For p→s at 1 eV it is (1.434 + 1)/1.434 = 1.70 times its threshold value, so N²M² has fallen to 0.374/1.70 = 0.22 of its leading form.

At 0.001 eV the s wave exceeds the d wave by a factor of about 4×10⁵. By 1 eV the order is reversed: 0.072 Å² for d against 0.046 Å² for s. A threshold law ranks channels near threshold, not over the whole spectrum.

As an independent check, the squared dipole integrals were found by diagonalization in a large box, with continuum states normalized by their level spacing. They agree with the formulas to about 0.03% at energies between 0.06 and 0.10 eV.

**Q.** Real neutral atoms are polarizable. Their potential does not stop at r0.

**A.** The proof above covers a potential that stops. For l ≥ 1 and a tail falling faster than 1/r², the centrifugal term still dominates at large r, so one expects the same leading exponent. For l = 0 there is no centrifugal term, but with a 1/r⁴ tail the zero-energy wave still approaches a straight line far out, as it does without a tail, so the exponent 1 is expected again. These are arguments from the dominant behavior, not proofs. In a numerical test for l = 1 with a tail −10/r⁴ in atomic units, the exponent is 2.997.

A 1/r² tail competes with the centrifugal term at every distance. If their combined coefficient in the radial equation is λ(λ+1) with a real λ > −1/2, then λ takes the place of l and the expected exponent is 2λ+1. For l = 1 and V = −0.625/r², it is 2 − 1.25 = 0.75, so λ = 0.5 and the expected exponent is 2. The integration gives 1.99.

**Q.** Then an attractive Coulomb tail, which is longer still, should change everything. Which function do you match to now?

**A.** To begin with, none. Beyond r0 let V = −Z/r with Z > 0, and define

p² = k² + 2Z/r, ds = p dr, u = w/√p.

A prime denotes d/dr. Differentiating u = p^(−1/2)w twice, the terms in w_s cancel: one is −p'w_s/(2√p), the other +p'w_s/(2√p). What remains is

u'' = p^(3/2)w_ss + (p^(−1/2))''w.

Inserting this into the radial equation and dividing by p^(3/2),

w_ss + (1 + ε)w = 0,

ε = p^(−3/2)(p^(−1/2))'' − l(l+1)/(r²p²).

Without ε this would be a harmonic oscillator in s, with I = w² + w_s² conserved. With it,

dI/ds = 2w_s(w + w_ss) = −2εww_s, so |dI/ds| ≤ |ε| I.

**Q.** A small ε at fixed k is no help. You need control when k → 0 and r → ∞ compete.

**A.** That is why the estimate must not contain k. Put h = p², so h ≥ 2Z/r, h' = −2Z/r² and h'' = 4Z/r³. Since p^(−1/2) = h^(−1/4),

p^(−1/2)(p^(−1/2))'' = (5/16)h'²h^(−5/2) − (1/4)h''h^(−3/2).

Replacing h by its lower bound in the negative powers,

h'²h^(−5/2) ≤ r^(−3/2)/√(2Z), h''h^(−3/2) ≤ 2r^(−3/2)/√(2Z).

Also l(l+1)/(r²p) ≤ l(l+1)r^(−3/2)/√(2Z). The sum of the magnitudes has coefficient 5/16 + 1/2 + l(l+1) = 13/16 + l(l+1). As ∫r^(−3/2)dr from R to ∞ is 2/√R,

|ln[I(∞)/I(R)]| ≤ D(R), D(R) = 2[13/16 + l(l+1)]/√(2ZR).

This holds for every k > 0 and every R ≥ r0.

**Q.** How does a bound on I give the cross section?

**A.** Through normalization. At infinity the Coulomb phase contains (Z/k) ln(2kr), but its derivative with respect to r still tends to k. Its derivative with respect to k is dominated by r, which outgrows the logarithm, so the delta function and C² = 2/(πk) are unchanged. There w = √k u, so w and w_s have amplitude √(2/π), a quarter cycle apart. Hence I(∞) = 2/π for u_E. Writing I_f for the quantity built from f,

(2/π)e^(−D(R)) ≤ N² I_f(R,k) ≤ (2/π)e^(D(R)).

Hold R fixed and let k → 0. Then I_f(R,k) tends to I_f(R,0), which is positive because f and f' cannot vanish together. So N² stays between two positive numbers whose ratio is e^(2D(R)). R may be chosen as large as we like, which brings that ratio to 1. Therefore N² has a finite, nonzero limit. The same bound keeps |f| below a constant times r^(1/4) outside the core, as M(k) → M(0) requires.

The cross section therefore opens with a finite step, of exponent zero for every l, provided M(0) ≠ 0. No zero-energy exception for N² appears here: any solution oscillates in the tail and has a nonzero amplitude.

Physically, at fixed r a slow electron has local wave number near √(2Z/r), not k. It speeds up smoothly as it approaches, and far out the centrifugal term is weaker than the attraction. Nothing in the tail suppresses the wave near the core as k → 0.

**Q.** "For every l" sounds as if s, p and d steps were equally high.

**A.** The exponent is independent of l; the height is not. To find the height, solve the tail at zero energy with u = √r y(x), x = √(8Zr). Since x' = x/(2r),

u'' = (1/4)r^(−3/2)(x²y_xx + xy_x − y).

The potential terms contribute (1/4)r^(−3/2)[x² − 4l(l+1)]y. Because 1 + 4l(l+1) = (2l+1)², y obeys Bessel's equation of order 2l+1. Outside the core

f = √r [A J_(2l+1)(x) + B_Y Y_(2l+1)(x)].

At large x, J and Y are a cosine and a sine of the same phase, each with amplitude √(2/(πx)). Multiplying f² by p = √(2Z/r), and using pr/x = 1/2, gives I_f = (A² + B_Y²)/π. Thus

N²(0) = 2/(A² + B_Y²).

With no core, B_Y = 0. The small-x form J_(2l+1) → (2Zr)^(l+1/2)/(2l+1)! must reproduce r^(l+1), so A = (2l+1)!/(2Z)^(l+1/2) and

N²(0) = 2(2Z)^(2l+1)/[(2l+1)!]².

**Q.** Does the core really not matter for the existence of the step?

**A.** Give the same well a −1/r tail beyond 2 Å. At 0.01 eV, N² divided by its predicted limit is 1.001, 1.001 and 1.002 for l = 0, 1, 2. At 0.1 eV the ratios are 1.012, 1.007 and 1.023. The bound is safe but loose: for l = 1 at 0.01 eV, I changes by 0.0013 in its logarithm between 100 Å and the far region, where the bound allows 0.29.

**Q.** Show me one step worked out for an actual atom.

**A.** Take hydrogen 1s→p, nonrelativistic and with an infinitely heavy nucleus. Here P_i = 2r e^(−r). With Z = 1 and l = 1, NA = √2, so the threshold wave is √(2r) J_3(√(8r)). Its series is

J_3(√(8r)) = Σ (−1)^m (2r)^(m+3/2)/[m!(m+3)!], m = 0, 1, 2, …

The prefactors 2√2 and 2^(3/2) multiply to 8. Using ∫r^(m+4)e^(−r)dr = (m+4)!, the radial integral is

8 Σ (−2)^m (m+4)/m! = 8(−2 + 4)e^(−2) = 16e^(−2).

With ω = 1/2 and l_>/(2l_i+1) = 1,

σ = (4π²α/3)(1/2)(256e^(−4))a0² = 512π²αa0²/(3e⁴).

This is 0.0630 Å², or 6.30 megabarn. Coulomb waves at finite energy approach it linearly in E: the cross section is lower by 0.000123 Å² at 0.01 eV and by 0.000246 Å² at 0.02 eV. At 1 eV it is 0.0521 Å², 17% below the step.

From 2p the steps are 0.0041 Å² into s and 0.131 Å² into d. The d wave is 32 times stronger at threshold, whereas in the neutral well it was almost absent there. Of this factor 32, the angular factor l_> supplies 2 and the squared radial integrals supply 16. The Coulomb tail removes the k^(2l+1) suppression of high l, and these energy-independent factors decide which channel is strong at the step. It does not make every step large: with no core N²(0) carries the factor 1/[(2l+1)!]², so a high-l step from a compact orbital can still be small. The numerical output gives the remaining energies and checks.

Numbers as computed

```
Well: depth 12.0 eV, radius 2.0 angstrom, beta = 3.5494
Binding energy of the s level: 6.5168 eV
Binding energy of the p level: 1.4339 eV
Short-range N^2: l, a(0), exponent from integration, N^2/leading law at k=0.005 a.u.
  0    -0.9180  1.0002  1.00004
  1    -0.3352  2.9958  0.99903
  2     2.8798  5.0005  1.00011
Zero-energy state at threshold: l, critical beta, exponent of N^2
  0  1.5708  -0.9998
  1  3.1416  -0.9998
  2  4.4934  0.9993
l=1 exponent with tail -10/r^4 (a.u.): 2.9973
l=1 exponent with tail -0.625/r^2 (a.u.), lambda=0.5: 1.9895
Box test of squared dipole integral: channel, E (eV), box/formula
  s->p  0.0678  0.9997
  p->s  0.0612  1.0002
  p->d  0.0934  0.9999
Detachment: channel, E (eV), sigma (angstrom^2), sigma/leading law
  s->p  0.001  1.7812e-06  0.9963
  s->p  0.010  5.4493e-05  0.9639
  s->p  0.100  1.2659e-03  0.7081
  s->p  1.000  5.0615e-03  0.0895
  exponent of k between 0.001 and 0.002 eV: 2.9893
  p->s  0.001  3.8791e-03  0.9986
  p->s  0.010  1.2116e-02  0.9864
  p->s  0.100  3.4033e-02  0.8761
  p->s  1.000  4.5928e-02  0.3739
  exponent of k between 0.001 and 0.002 eV: 0.9960
  p->d  0.001  9.0949e-09  0.9980
  p->d  0.010  2.8255e-06  0.9805
  p->d  0.100  7.5364e-04  0.8270
  p->d  1.000  7.2134e-02  0.2503
  exponent of k between 0.001 and 0.002 eV: 4.9943
Core with -1/r tail: l, N^2(E)/N^2(0) at E = 0.01 eV and 0.1 eV
  0  1.00122  1.01198
  1  1.00065  1.00672
  2  1.00232  1.02327
Drift of I, l=1, E=0.01 eV: R (angstrom), |ln I(far)/I(R)|, bound
      10  0.00831  0.91497
     100  0.00131  0.28934
    1000  0.00015  0.09150
Hydrogen: channel, sigma (angstrom^2) at E = 0, 0.01, 0.02, 1 eV
  1s->p  0.063043  0.062920  0.062797  0.052145
  2p->s  0.004106  0.004077  0.004050  0.002210
  2p->d  0.131376  0.130192  0.129022  0.058672
Hydrogen 1s step, closed form: 0.063043 angstrom^2 = 6.3043 megabarn
```
